# Kramers Pairs: Degeneracy, Zero Magnetisation and Zero Current: test program

```python
"""
Result under test: if H commutes with the antiunitary T = -i sigma_y K
(T^2 = -1), its levels are at least doubly degenerate, and a filled pair
(psi, T psi) has zero spin density s and zero particle current j everywhere.

Model: H = p^2/2 + V(x,y) + alpha (sigma_x p_y - sigma_y p_x) + b sigma_z
V = (x^2 + w^2 y^2)/2 + q (x^2+y^2)^2 + f (x+y)
Units: hbar = mass = x-frequency = 1 (energy hbar*w0, length l0).
s = psi^dagger sigma psi;  j = Im psi^dagger grad psi + alpha (-s_y, s_x).
T symmetry holds for b = 0 and is broken for b != 0.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh

W_Y, QUARTIC, TILT, ALPHA = 1.5, 0.05, 0.3, 0.6
BASIS_FREQ = 1.4
NB = 20
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
U = np.array([[0.0, -1.0], [1.0, 0.0]])      # -i sigma_y


def hamiltonian(nb, b=0.0):
    """Matrix in spin x oscillator(x) x oscillator(y) basis."""
    big = nb + 6                            # exact polynomials before cutting
    a = np.diag(np.sqrt(np.arange(1.0, big)), 1)
    x = (a + a.T) / np.sqrt(2 * BASIS_FREQ)
    d = np.sqrt(BASIS_FREQ / 2) * (a - a.T)
    x2 = x @ x
    common = -d @ d / 2 + QUARTIC * x2 @ x2 + TILT * x
    hx = (common + x2 / 2)[:nb, :nb]
    hy = (common + W_Y**2 * x2 / 2)[:nb, :nb]
    x2, d, one = x2[:nb, :nb], d[:nb, :nb], np.eye(nb)
    h0 = np.kron(hx, one) + np.kron(one, hy) + 2 * QUARTIC * np.kron(x2, x2)
    px, py = -1j * np.kron(d, one), -1j * np.kron(one, d)
    return (np.kron(np.eye(2), h0)
            + ALPHA * (np.kron(PAULI[0], py) - np.kron(PAULI[1], px))
            + b * np.kron(PAULI[2], np.eye(nb * nb)))


def lowest(h, count=6):
    return eigh(h, subset_by_index=[0, count - 1])


def oscillator(nb, x):
    """Oscillator functions and their derivatives at points x."""
    g = np.zeros((nb + 1, len(x)))
    g[0] = (BASIS_FREQ / np.pi)**0.25 * np.exp(-BASIS_FREQ * x**2 / 2)
    g[1] = np.sqrt(2 * BASIS_FREQ) * x * g[0]
    for n in range(1, nb):
        g[n + 1] = (np.sqrt(2 * BASIS_FREQ / (n + 1)) * x * g[n]
                    - np.sqrt(n / (n + 1)) * g[n - 1])
    dg = np.zeros((nb, len(x)))
    for n in range(nb):
        lower = np.sqrt(n) * g[n - 1] if n else 0.0
        dg[n] = np.sqrt(BASIS_FREQ / 2) * (lower - np.sqrt(n + 1) * g[n + 1])
    return g[:nb], dg


def fields(c, x, y):
    """Density, spin density, full current, canonical current, spin current."""
    coeff = c.reshape(2, NB, NB)
    fx, dfx = oscillator(NB, x)
    fy, dfy = oscillator(NB, y)

    def evaluate(u, v):
        return np.array([np.sum(u * (m @ v), axis=0) for m in coeff])

    psi = evaluate(fx, fy)
    grad = [evaluate(dfx, fy), evaluate(fx, dfy)]
    rho = np.sum(abs(psi)**2, axis=0)
    s = np.array([np.sum(psi.conj() * (m @ psi), axis=0).real for m in PAULI])
    canonical = np.array([np.sum(psi.conj() * g, axis=0).imag for g in grad])
    current = canonical + ALPHA * np.array([-s[1], s[0]])
    spin_current = np.array([[np.sum(psi.conj() * (m @ (-1j * g)), axis=0).real
                              for m in PAULI] for g in grad])
    spin_current[0, 1] -= ALPHA * rho
    spin_current[1, 0] += ALPHA * rho
    return rho, s, current, canonical, spin_current


# ---- symbolic tests for arbitrary spinors in three dimensions ----
R = sp.symbols('x y z', real=True)
a1, a2, b1, b2, g1, g2, g3 = [sp.Function(n, real=True)(*R) for n in
                              ('a1', 'a2', 'b1', 'b2', 'g1', 'g2', 'g3')]
SIG = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
       sp.Matrix([[1, 0], [0, -1]])]


def conj(m):
    return m.xreplace({sp.I: -sp.I})


def time_reverse(v):
    return -sp.I * SIG[1] * conj(v)


def symbolic_densities(v):
    bra = conj(v).T
    spin = [sp.expand((bra * m * v)[0]) for m in SIG]
    flow = []
    for q in R:
        t = sp.expand((bra * v.diff(q))[0])
        flow.append(sp.expand((t - conj(t)) / (2 * sp.I)))
    return spin + flow


spinor = sp.Matrix([a1 + sp.I * a2, b1 + sp.I * b2])
partner_sym = time_reverse(spinor)
assert (time_reverse(partner_sym) + spinor).expand() == sp.zeros(2, 1)
pair_matrix = (spinor * conj(spinor).T
               + partner_sym * conj(partner_sym).T).expand()
norm_sym = a1**2 + a2**2 + b1**2 + b2**2
assert (pair_matrix - norm_sym * sp.eye(2)).expand() == sp.zeros(2, 2)
for first, second in zip(symbolic_densities(spinor),
                         symbolic_densities(partner_sym)):
    assert first != 0 and sp.expand(first + second) == 0

# velocity i[H, r] for H = p^2/2 + sigma.(G x p), with arbitrary real G(r)
G = [g1, g2, g3]


def apply_h(v):
    p = [-sp.I * v.diff(q) for q in R]
    out = -sum((v.diff(q, 2) for q in R), sp.zeros(2, 1)) / 2
    for k in range(3):
        i, l = (k + 1) % 3, (k + 2) % 3
        out += SIG[k] * (G[i] * p[l] - G[l] * p[i])
    return out


h_spinor = apply_h(spinor)
for k in range(3):
    i, l = (k + 1) % 3, (k + 2) % 3
    commutator = sp.I * (apply_h(R[k] * spinor) - R[k] * h_spinor)
    velocity = (-sp.I * spinor.diff(R[k])
                + (SIG[i] * G[l] - SIG[l] * G[i]) * spinor)
    assert (commutator - velocity).doit().expand() == sp.zeros(2, 1)

# ---- four-component pair: current and magnetisation matrices ----
rng = np.random.default_rng(7)
chi = rng.normal(size=4) + 1j * rng.normal(size=4)
chi_t = np.kron(np.eye(2), U) @ chi.conj()
dirac_single, dirac_sum = [], []
for m in PAULI:
    for block in (PAULI[0], PAULI[2]):       # alpha and beta*Sigma
        op = np.kron(block, m)
        v1, v2 = np.vdot(chi, op @ chi).real, np.vdot(chi_t, op @ chi_t).real
        dirac_single.append(abs(v1))
        dirac_sum.append(abs(v1 + v2))
assert max(dirac_single) > 0.1 and max(dirac_sum) < 1e-12


# ---- odd and even numbers of localised electrons ----
def cluster_levels(n):
    def site(k, m):
        return np.kron(np.kron(np.eye(2**k), m), np.eye(2**(n - k - 1)))
    h = np.zeros((2**n, 2**n), complex)
    for i in range(n):
        for k in range(i):
            couplings = rng.normal(size=(3, 3))
            for p in range(3):
                for q in range(3):
                    h += couplings[p, q] * site(i, PAULI[p]) @ site(k, PAULI[q])
    return np.linalg.eigvalsh(h)


odd, even = cluster_levels(3), cluster_levels(4)
odd_split = np.max(odd[1::2] - odd[::2])
even_gap = np.min(np.diff(even))
assert odd_split < 1e-11 and even_gap > 1e-6

# ---- the dot: degeneracy ----
H = hamiltonian(NB)
T_MATRIX = np.kron(U, np.eye(NB * NB))
assert np.max(abs(T_MATRIX @ H.conj() @ T_MATRIX.T - H)) < 1e-11
energy, vectors = lowest(H)
small_energy, _ = lowest(hamiltonian(16))
basis_change = np.max(abs(energy - small_energy))
assert basis_change < 1e-5
pair_split = np.max(abs(energy[1::2] - energy[::2]))
assert pair_split < 1e-10
assert energy[2] - energy[1] > 1e-2 and energy[4] - energy[3] > 1e-2

# choose the members of the lowest doublet by diagonalising sigma_z in it
doublet = vectors[:, :2]
SZ = np.kron(PAULI[2], np.eye(NB * NB))
sz_values, mix = np.linalg.eigh(doublet.conj().T @ SZ @ doublet)
psi_plus, psi_minus = doublet @ mix[:, 1], doublet @ mix[:, 0]
assert abs(sz_values.sum()) < 1e-10
partner_overlap = abs(np.vdot(psi_minus, T_MATRIX @ psi_plus.conj()))
assert abs(partner_overlap - 1) < 1e-9

# ---- local densities on a grid, from the raw eigenvectors ----
axis = np.linspace(-5, 5, 61)
gx, gy = [g.ravel() for g in np.meshgrid(axis, axis, indexing='ij')]
cell = (axis[1] - axis[0])**2
raw1, raw2 = fields(vectors[:, 0], gx, gy), fields(vectors[:, 1], gx, gy)
plus = fields(psi_plus, gx, gy)
norm = plus[0].sum() * cell
assert abs(norm - 1) < 1e-7
assert abs(plus[1][2].sum() * cell - sz_values[1]) < 1e-7
max_s, max_j = np.max(abs(plus[1])), np.max(abs(plus[2]))
sum_s = np.max(abs(raw1[1] + raw2[1]))
sum_j = np.max(abs(raw1[2] + raw2[2]))
sum_spin_current = np.max(abs(raw1[4] + raw2[4]))
assert max_s > 1e-2 and max_j > 1e-3
assert sum_s < 1e-9 and sum_j < 1e-9
assert sum_spin_current > 1e-3
assert np.max(abs(raw1[0] + raw2[0] - 2 * plus[0])) < 1e-9

# ---- stationary-state continuity: div j = 0 only with the spin-orbit part ----
tx, ty = rng.uniform(-1.2, 1.2, size=(2, 40))
STEP = 1e-3


def divergence(which):
    right, left = [fields(psi_plus, tx + e, ty)[which][0] for e in (STEP, -STEP)]
    up, down = [fields(psi_plus, tx, ty + e)[which][1] for e in (STEP, -STEP)]
    return np.max(abs(right - left + up - down)) / (2 * STEP)


div_full, div_canonical = divergence(2), divergence(3)
assert div_full < 0.01 * div_canonical

# ---- a field that breaks T ----
B_SMALL, B_LARGE = 0.01, 0.1
e_small, _ = lowest(hamiltonian(NB, B_SMALL), 2)
split_small = e_small[1] - e_small[0]
split_first_order = 2 * B_SMALL * sz_values[1]
assert abs(split_small / split_first_order - 1) < 1e-3
_, v_large = lowest(hamiltonian(NB, B_LARGE), 2)
broken_s = np.max(abs(fields(v_large[:, 0], gx, gy)[1]
                      + fields(v_large[:, 1], gx, gy)[1]))
assert broken_s > 1e-4

# ---- printed results ----
PX, PY = 0.5, 0.3
at_plus = fields(psi_plus, np.array([PX]), np.array([PY]))
at_minus = fields(psi_minus, np.array([PX]), np.array([PY]))


def show(v):
    return ' '.join(f'{t:+.5f}' for t in np.ravel(v))


print('Units: energy hbar*w0, length l0, density 1/l0^2, current w0/l0')
print(f'w = {W_Y}, q = {QUARTIC}, f = {TILT}, alpha = {ALPHA} (oscillator units)')
print(f'basis functions per direction: {NB}; oscillator frequency {BASIS_FREQ} w0')
for n in range(3):
    print(f'doublet {n+1} energies: {energy[2*n]:.6f} {energy[2*n+1]:.6f} hbar*w0')
print(f'largest splitting inside a doublet: {pair_split:.1e} hbar*w0')
print(f'largest energy change, 16 to 20 functions: {basis_change:.1e} hbar*w0')
print(f'<sigma_z> of the two members: {show(sz_values[::-1])}')
print(f'|<second member|T first member>| = {partner_overlap:.10f}')
print(f'probe point: x = {PX}, y = {PY} l0')
for name, v in (('first', at_plus), ('second', at_minus)):
    print(f'{name} member density: {v[0][0]:.5f} 1/l0^2')
    print(f'{name} member s_x s_y s_z: {show(v[1])} 1/l0^2')
    print(f'{name} member canonical j_x j_y: {show(v[3])} w0/l0')
    print(f'{name} member spin-orbit j_x j_y: {show(v[2] - v[3])} w0/l0')
    print(f'{name} member full j_x j_y: {show(v[2])} w0/l0')
print(f'pair density at probe: {at_plus[0][0] + at_minus[0][0]:.5f} 1/l0^2')
print(f'pair |s| at probe: {np.linalg.norm(at_plus[1]+at_minus[1]):.1e} 1/l0^2')
print(f'pair |j| at probe: {np.linalg.norm(at_plus[2]+at_minus[2]):.1e} w0/l0')
print(f'grid: {len(axis)} x {len(axis)} points, -5 to 5 l0')
print(f'largest |s component|, first member: {max_s:.5f} 1/l0^2')
print(f'largest |j component|, first member: {max_j:.5f} w0/l0')
print(f'largest |s component|, filled pair: {sum_s:.1e} 1/l0^2')
print(f'largest |j component|, filled pair: {sum_j:.1e} w0/l0')
print(f'largest |spin current component|, pair: {sum_spin_current:.5f} w0/l0')
print(f'largest |div j|, full current: {div_full:.1e} w0/l0^2')
print(f'largest |div j|, canonical part only: {div_canonical:.5f} w0/l0^2')
print(f'b = {B_SMALL}: computed splitting {split_small:.7f} hbar*w0')
print(f'b = {B_SMALL}: first-order splitting {split_first_order:.7f} hbar*w0')
print(f'b = {B_LARGE}: largest |s component|, two states: {broken_s:.5f} 1/l0^2')
print(f'3 spins: largest splitting in a pair {odd_split:.1e} coupling units')
print(f'4 spins: smallest level spacing {even_gap:.5f} coupling units')
print('all tests passed')
```

It prints:

```
Units: energy hbar*w0, length l0, density 1/l0^2, current w0/l0
w = 1.5, q = 0.05, f = 0.3, alpha = 0.6 (oscillator units)
basis functions per direction: 20; oscillator frequency 1.4 w0
doublet 1 energies: 0.935983 0.935983 hbar*w0
doublet 2 energies: 1.992748 1.992748 hbar*w0
doublet 3 energies: 2.623960 2.623960 hbar*w0
largest splitting inside a doublet: 3.2e-14 hbar*w0
largest energy change, 16 to 20 functions: 1.8e-09 hbar*w0
<sigma_z> of the two members: +0.64399 -0.64399
|<second member|T first member>| = 1.0000000000
probe point: x = 0.5, y = 0.3 l0
first member density: 0.17603 1/l0^2
first member s_x s_y s_z: -0.11980 -0.06521 +0.11127 1/l0^2
first member canonical j_x j_y: -0.01524 +0.03878 w0/l0
first member spin-orbit j_x j_y: +0.03913 -0.07188 w0/l0
first member full j_x j_y: +0.02389 -0.03310 w0/l0
second member density: 0.17603 1/l0^2
second member s_x s_y s_z: +0.11980 +0.06521 -0.11127 1/l0^2
second member canonical j_x j_y: +0.01524 -0.03878 w0/l0
second member spin-orbit j_x j_y: -0.03913 +0.07188 w0/l0
second member full j_x j_y: -0.02389 +0.03310 w0/l0
pair density at probe: 0.35205 1/l0^2
pair |s| at probe: 6.7e-16 1/l0^2
pair |j| at probe: 8.9e-16 w0/l0
grid: 61 x 61 points, -5 to 5 l0
largest |s component|, first member: 0.42703 1/l0^2
largest |j component|, first member: 0.05408 w0/l0
largest |s component|, filled pair: 2.0e-15 1/l0^2
largest |j component|, filled pair: 1.4e-15 w0/l0
largest |spin current component|, pair: 0.09166 w0/l0
largest |div j|, full current: 1.4e-07 w0/l0^2
largest |div j|, canonical part only: 0.02956 w0/l0^2
b = 0.01: computed splitting 0.0128792 hbar*w0
b = 0.01: first-order splitting 0.0128797 hbar*w0
b = 0.1: largest |s component|, two states: 0.03272 1/l0^2
3 spins: largest splitting in a pair 3.6e-15 coupling units
4 spins: smallest level spacing 0.31083 coupling units
all tests passed
```
